# Quadratic Stark shift of an electron in an infinite spherical well: a program that tests the result

```python
"""
Quadratic Stark shift of the ground state in an infinite spherical well.
Result under test:  dE = -C m e^2 F^2 R^4 / hbar^2,
                    C = (4 pi^2 + 3) / (24 pi^4)
m: effective mass, R: radius, F: uniform field inside the sphere,
e: elementary charge; the particle is an electron, so V = + e F z.
Scaled units: length R, energy hbar^2/(m R^2), field s = m e F R^3/hbar^2.
Example units: nm, eV, V/nm (1 MV/cm = 0.1 V/nm).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import spherical_jn

pi = np.pi
C = (4 * pi**2 + 3) / (24 * pi**4)

# ---- first-order function: differential equation in Cartesian form ----
x, y, z = sp.symbols("x y z", real=True)
r = sp.sqrt(x**2 + y**2 + z**2)
norm = 1 / sp.sqrt(2 * sp.pi)
psi0 = norm * sp.sin(sp.pi * r) / r
bracket = (r**2 * sp.cos(sp.pi * r) + sp.sin(sp.pi * r) / (sp.pi * r)
           - sp.cos(sp.pi * r))
psi1 = -norm / (2 * sp.pi) * z / r**2 * bracket
laplacian = sum(sp.diff(psi1, q, 2) for q in (x, y, z))
residual = -laplacian / 2 - sp.pi**2 / 2 * psi1 + z * psi0
for point in ((0.2, 0.3, 0.4), (-0.5, 0.1, 0.6), (0.1, -0.2, -0.15)):
    values = dict(zip((x, y, z), point))
    assert abs(float(residual.subs(values).evalf())) < 1e-10
    assert abs(float(psi0.subs(values).evalf())) > 0.1
wall_point = {x: sp.Rational(2, 7), y: sp.Rational(3, 7),
              z: sp.Rational(6, 7)}
assert abs(float(psi1.subs(wall_point).evalf())) < 1e-12


def u_first(t):
    """Radial part u(r) of the first-order function, R = 1, s = 1."""
    return -(t**2 * np.cos(pi * t) + np.sinc(t) - np.cos(pi * t)) / (
        2 * pi * np.sqrt(2 * pi))


overlap = quad(lambda t: t * np.sin(pi * t) * u_first(t), 0, 1)[0]
shift_quadrature = 4 * pi / 3 * overlap / np.sqrt(2 * pi)
assert abs(shift_quadrature + C) < 1e-10
admixture = 4 * pi / 3 * quad(lambda t: u_first(t)**2, 0, 1)[0]
integrals = [quad(f, 0, pi)[0] for f in (
    lambda t: np.sin(t)**2,
    lambda t: t * np.sin(t) * np.cos(t),
    lambda t: t**3 * np.sin(t) * np.cos(t))]
assert np.allclose(integrals, [pi / 2, -pi / 4, -pi**3 / 4 + 3 * pi / 8],
                   atol=1e-10)

# ---- diagonalization in the field, basis of free spherical waves ----
L_MAX, N_RADIAL = 5, 12
nodes, weights = np.polynomial.legendre.leggauss(200)
nodes, weights = (nodes + 1) / 2, weights / 2
zeros = pi * np.arange(1, N_RADIAL + L_MAX + 1)
roots, waves = [], []
for l in range(L_MAX + 1):
    if l > 0:
        zeros = np.array([brentq(lambda q: spherical_jn(l, q), a, b,
                                 xtol=1e-13)
                          for a, b in zip(zeros[:-1], zeros[1:])])
    kept = zeros[:N_RADIAL]
    wave = np.array([spherical_jn(l, q * nodes) * nodes for q in kept])
    wave /= np.sqrt((wave**2) @ weights)[:, None]
    roots.append(kept)
    waves.append(wave)
size = (L_MAX + 1) * N_RADIAL
levels = np.concatenate(roots)**2 / 2
z_matrix = np.zeros((size, size))
for l in range(L_MAX):
    block = (waves[l] * (weights * nodes)) @ waves[l + 1].T
    block *= (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))
    a, b = l * N_RADIAL, (l + 1) * N_RADIAL
    z_matrix[a:a + N_RADIAL, b:b + N_RADIAL] = block
    z_matrix[b:b + N_RADIAL, a:a + N_RADIAL] = block.T


def in_field(s):
    """Scaled ground-level shift and mean z at scaled field s."""
    energy, vectors = np.linalg.eigh(np.diag(levels) + s * z_matrix)
    ground = vectors[:, 0]
    return energy[0] - pi**2 / 2, ground @ z_matrix @ ground


p_gap = levels[N_RADIAL:2 * N_RADIAL] - levels[0]
p_coupling = z_matrix[0, N_RADIAL:2 * N_RADIAL]
p_terms = p_coupling**2 / p_gap
assert abs(p_terms.sum() / C - 1) < 1e-6
assert abs((p_coupling**2 / p_gap**2).sum() / admixture - 1) < 1e-6
assert p_terms[0] / C > 0.98
weak_shift, weak_z = in_field(0.05)
assert abs(weak_shift / (-C * 0.05**2) - 1) < 1e-4
assert abs(weak_z / (-2 * C * 0.05) - 1) < 1e-4


def excess(s):
    """Relative departure of the full shift from the quadratic law."""
    return in_field(s)[0] / (-C * s**2) - 1


assert abs(excess(1.0) / excess(0.5) - 4) < 0.1

# ---- radial grid solver in nm and eV, with position-dependent mass ----
HBAR2_M0 = const.hbar**2 / const.m_e / const.e * 1e18      # eV nm^2
COULOMB = const.e / (4 * pi * const.epsilon_0) * 1e9       # eV nm
STEP = 0.002                                              # nm


def radial_stark(masses, potential, pull):
    """Ground energy and second-order shift; V = pull(r) cos(theta)."""
    n = len(masses)
    rad = (np.arange(n) + 0.5) * STEP
    edge = np.arange(1, n + 1) * STEP
    m_edge = np.append((masses[:-1] + masses[1:]) / 2, masses[-1])
    link = HBAR2_M0 / 2 * edge**2 / (m_edge * STEP**2)
    diag = (link + np.append(0.0, link[:-1])) / rad**2 + potential
    off = -link[:-1] / (rad[:-1] * rad[1:])
    e0, vec = eigh_tridiagonal(diag, off, select="i", select_range=(0, 0))
    source = pull * vec[:, 0]
    bands = np.zeros((3, n))
    bands[0, 1:], bands[2, :-1] = off, off
    bands[1] = diag + HBAR2_M0 / (masses * rad**2) - e0[0]
    response = solve_banded((1, 1), bands, source)
    return e0[0], -(source @ response) / 3


def hard_wall(n, mass, field):
    """Hard wall at radius (n + 1/2) STEP."""
    rad = (np.arange(n) + 0.5) * STEP
    return radial_stark(np.full(n, mass), np.zeros(n), field * rad)[1]


base = hard_wall(1000, 0.1, 0.01)
power_R = np.log(hard_wall(1500, 0.1, 0.01) / base) / np.log(1500.5 / 1000.5)
power_m = np.log(hard_wall(1000, 0.3, 0.01) / base) / np.log(3.0)
assert abs(power_R - 4) < 1e-3 and abs(power_m - 1) < 1e-3
assert abs(base / (-C * 0.1 * 0.01**2 * (1000.5 * STEP)**4 / HBAR2_M0)
           - 1) < 1e-3

# ---- worked example: one electron in a CdSe dot, rough parameters ----
mass, hole_mass, band_gap = 0.12, 0.45, 1.7
radius, eps_in, eps_out = 3.0, 9.5, 2.25
barrier, temperature = 3.0, 300.0
applied = 0.40 * 0.1                                      # V/nm
local_factor = 3 * eps_out / (eps_in + 2 * eps_out)
inside = applied * local_factor
unit = HBAR2_M0 / (mass * radius**2)
s_dot = inside * radius / unit
shift = -C * mass * inside**2 * radius**4 / HBAR2_M0
alpha = 2 * C * mass * radius**4 / HBAR2_M0               # e nm^2/V
displacement = 2 * shift / inside
e_ground, sp_gap = pi**2 / 2 * unit, p_gap[0] * unit
full_shift, full_z = in_field(s_dot)
assert abs(full_shift * unit / shift - 1) < 0.02
assert abs(full_z * radius / displacement - 1) < 0.02


def soft_wall(n_in, mass_out):
    """Finite barrier; potential of a dielectric sphere in the field."""
    rad = (np.arange(n_in + 1000) + 0.5) * STEP
    wall = n_in * STEP
    within = rad < wall
    outer_pull = applied * rad - (applied - inside) * wall**3 / rad**2
    return radial_stark(np.where(within, mass, mass_out),
                        np.where(within, 0.0, barrier),
                        np.where(within, inside * rad, outer_pull))


def matching(k, mass_out):
    """Flux matching of the s-state at a finite barrier."""
    kappa = np.sqrt(2 * mass_out * (barrier - HBAR2_M0 * k**2 / (2 * mass))
                    / HBAR2_M0)
    return ((k / np.tan(k * radius) - 1 / radius) / mass
            + (kappa + 1 / radius) / mass_out)


n_dot = round(radius / STEP)
soft = {}
for mass_out in (mass, 1.0):
    soft[mass_out] = soft_wall(n_dot, mass_out)
    k_match = brentq(matching, 0.05 / radius, (pi - 1e-6) / radius,
                     args=(mass_out,))
    e_match = HBAR2_M0 * k_match**2 / (2 * mass)
    assert abs(soft[mass_out][0] / e_match - 1) < 2e-3
soft_power = {mo: np.log(soft_wall(n_dot + 50, mo)[1]
                         / soft_wall(n_dot - 50, mo)[1])
              / np.log((n_dot + 50) / (n_dot - 50)) for mo in soft}

# image energy of the single electron in the dielectric sphere
rad = (np.arange(n_dot) + 0.5) * STEP
wall = (n_dot + 0.5) * STEP
order = np.arange(6000)
coefficient = ((order + 1) * (eps_in - eps_out)
               / (eps_in * (order * eps_in + (order + 1) * eps_out)))
image = COULOMB / (2 * wall) * np.polynomial.polynomial.polyval(
    (rad / wall)**2, coefficient)
planar = (COULOMB * (eps_in - eps_out)
          / (4 * eps_in * (eps_in + eps_out) * (wall - rad[-1])))
assert abs(image[-1] / planar - 1) < 0.03     # curvature is small there
image_shift = radial_stark(np.full(n_dot, mass), image, inside * rad)[1]
image_ratio = image_shift / hard_wall(n_dot, mass, inside)

# two-band nonparabolic estimate: E (1 + E/Eg) = parabolic energy
bent = [band_gap / 2 * (np.sqrt(1 + 4 * e / band_gap) - 1)
        for e in (e_ground, e_ground + sp_gap)]
bent_ratio = sp_gap / (bent[1] - bent[0])

# electron-hole attraction of two ground-state densities
attraction_number = 2 * quad(
    lambda t: 2 * np.sin(pi * t)**2 / t
    * (t - np.sin(2 * pi * t) / (2 * pi)), 0, 1)[0]
attraction = attraction_number * COULOMB / (eps_in * radius)
hole_gap = sp_gap * mass / hole_mass

# thermal occupation and tunnelling through the tilted barrier
kT = const.k * temperature / const.e
occupation = 3 * np.exp(-sp_gap / kT)
pole_field = inside * eps_in / eps_out
height = barrier - e_ground
escape = quad(lambda d: 2 * np.sqrt(2 * max(height - pole_field * d, 0)
                                    / HBAR2_M0), 0, height / pole_field)[0]

print(f"C from formula: {C:.6f}")
print(f"C from sum over p-levels: {p_terms.sum():.6f}")
print(f"C from radial quadrature: {-shift_quadrature:.6f}")
print(f"Share of lowest p-level: {100 * p_terms[0] / C:.2f} %")
print(f"First p root of tan x = x: {roots[1][0]:.4f}")
print(f"Measured power of R: {power_R:.4f}")
print(f"Measured power of m: {power_m:.4f}")
print(f"Electron mass: {mass:.2f} m0")
print(f"Radius: {radius:.1f} nm")
print(f"Permittivity dot, matrix: {eps_in:.2f}, {eps_out:.2f}")
print(f"Applied field: {10 * applied:.2f} MV/cm")
print(f"Internal/applied field: {local_factor:.4f}")
print(f"Internal field: {10 * inside:.4f} MV/cm")
print(f"hbar^2/m0: {HBAR2_M0:.5f} eV nm^2")
print(f"Energy unit hbar^2/(m R^2): {unit:.5f} eV")
print(f"Scaled field s: {s_dot:.4f}")
print(f"Ground energy: {e_ground:.4f} eV")
print(f"s-p gap: {sp_gap:.4f} eV")
print(f"Stark shift, formula: {1000 * shift:.4f} meV")
print(f"Stark shift, diagonalized: {1000 * full_shift * unit:.4f} meV")
print(f"F^4 and higher, relative: {100 * excess(s_dot):.3f} %")
print(f"Polarizability: {alpha:.4f} e nm^2/V")
print(f"Mean displacement z: {displacement:.4f} nm")
print(f"Norm of first-order part: {admixture * s_dot**2:.5f}")
print(f"Shift if applied field used: {1000*shift/local_factor**2:.3f} meV")
print(f"Barrier height: {barrier:.1f} eV")
for mass_out, (energy, moved) in soft.items():
    print(f"Barrier mass {mass_out:.2f} m0: ground {energy:.4f} eV")
    print(f"  shift: {1000 * moved:.3f} meV, ratio {moved / shift:.3f}")
    print(f"  local power of R: {soft_power[mass_out]:.2f}")
print(f"Image force, shift ratio: {image_ratio:.3f}")
print(f"Band gap: {band_gap:.1f} eV")
print(f"Nonparabolic, shift ratio: {bent_ratio:.3f}")
print(f"Hole mass: {hole_mass:.2f} m0")
print(f"Hole s-p gap: {hole_gap:.4f} eV")
print(f"Electron-hole attraction: {attraction:.4f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {1000 * kT:.2f} meV")
print(f"p/s thermal occupation: {occupation:.1e}")
print(f"Matrix field at pole: {10 * pole_field:.3f} MV/cm")
print(f"Tunnelling exponent: {escape:.0f}")
print("OK")
```

Running it gives:

```
C from formula: 0.018170
C from sum over p-levels: 0.018170
C from radial quadrature: 0.018170
Share of lowest p-level: 99.88 %
First p root of tan x = x: 4.4934
Measured power of R: 4.0000
Measured power of m: 1.0000
Electron mass: 0.12 m0
Radius: 3.0 nm
Permittivity dot, matrix: 9.50, 2.25
Applied field: 0.40 MV/cm
Internal/applied field: 0.4821
Internal field: 0.1929 MV/cm
hbar^2/m0: 0.07620 eV nm^2
Energy unit hbar^2/(m R^2): 0.07056 eV
Scaled field s: 0.8200
Ground energy: 0.3482 eV
s-p gap: 0.3641 eV
Stark shift, formula: -0.8621 meV
Stark shift, diagonalized: -0.8612 meV
F^4 and higher, relative: -0.095 %
Polarizability: 4.6355 e nm^2/V
Mean displacement z: -0.0894 nm
Norm of first-order part: 0.00237
Shift if applied field used: -3.708 meV
Barrier height: 3.0 eV
Barrier mass 0.12 m0: ground 0.2825 eV
  shift: -1.340 meV, ratio 1.554
  local power of R: 3.52
Barrier mass 1.00 m0: ground 0.1915 eV
  shift: -2.248 meV, ratio 2.608
  local power of R: 3.40
Image force, shift ratio: 0.970
Band gap: 1.7 eV
Nonparabolic, shift ratio: 1.492
Hole mass: 0.45 m0
Hole s-p gap: 0.0971 eV
Electron-hole attraction: 0.0902 eV
Temperature: 300 K
Thermal energy: 25.85 meV
p/s thermal occupation: 2.3e-06
Matrix field at pole: 0.814 MV/cm
Tunnelling exponent: 362
OK
```
